# McLean's Kinetics of Interface Segregation from a Half-Space, part 2

A solute that lowers its energy in an interface collects there during an anneal, at a rate limited by diffusion from the adjacent lattice. The interface, of thickness $\delta$, is flat and at rest. It is fed by $m$ equivalent crystals ($m=2$ for a grain boundary, $m=1$ for a face on an impermeable liner). Each crystal is a half-space $x>0$, with $x$ measured from the edge of the interface. The atomic fraction of solute is $c(x,t)$ in the lattice, initially $c_0$, and $X_b(t)$ in the interface. The lattice diffusivity $D$ is constant, and the temperature $T$ is fixed from $t=0$. Lengths are in nanometres, times in seconds and energies in electronvolts.

Moving a solute atom from the lattice to the interface, in exchange for a host atom, releases the energy $E$, taken to be independent of composition. Local equilibrium at $x=0$ then gives

$$\frac{X_b}{1-X_b}=\beta\,\frac{c}{1-c},\qquad \beta=e^{E/kT},\qquad(1)$$

and in the dilute limit the constant-ratio relation

$$X_b(t)=\beta\,c(0,t).\qquad(2)$$

The balance at the interface is

$$\delta\,\frac{dX_b}{dt}=mD\left.\frac{\partial c}{\partial x}\right|_{x=0}.\qquad(3)$$

With a constant ratio, the filling $F$, the completed fraction of the change from $X_b(0)$ to $\beta c_0$, is

$$F(t)=1-e^{h^2Dt}\,\mathrm{erfc}\left(h\sqrt{Dt}\right),\qquad h=\frac m{\beta\delta}.\qquad(13)$$

For a grain boundary, $m=2$, this is McLean's law:

$$\frac{X_b(t)-X_b(0)}{\beta c_0-X_b(0)}=1-\exp\left(\frac{4Dt}{\beta^2\delta^2}\right)\mathrm{erfc}\left(\frac{2\sqrt{Dt}}{\beta\delta}\right).\qquad(14)$$

The filling depends only on $\theta=h\sqrt{Dt}=\sqrt{t/\tau}$, with $\tau=1/(h^2D)$. The early law is $F\approx2\theta/\sqrt\pi$, and the late law is $1-F\approx1/(\theta\sqrt\pi)$. Reaching an unfilled part $\epsilon\ll1$ therefore takes about $\tau/(\pi\epsilon^2)$.

The solute gained by the interface must equal the solute missing from the lattice, which is checked first.

**Balance.** For the lattice deficit, the diffusion equation gives

$$\frac{d}{dt}\,m\int_0^\infty(c_0-c)\,dx=-mD\int_0^\infty\frac{\partial^2c}{\partial x^2}\,dx=mD\left.\frac{\partial c}{\partial x}\right|_0=\delta\frac{dX_b}{dt}.$$

Both the deficit and the gain start from zero, hence

$$\delta[X_b(t)-X_b(0)]=m\int_0^\infty(c_0-c)\,dx .\qquad(18)$$

## 12. What saturation changes

When the interface sites fill up, equation (1) replaces the constant ratio. Solved for $X_b$, it reads

$$X_b=f(c)=\frac{\beta c}{1+(\beta-1)c},\qquad c=c(0,t).$$

The final content is $X_f=f(c_0)$. A natural repair is to keep the constant-ratio law but to use the true final ratio $\beta_f=X_f/c_0$. For filling from $X_b(0)<X_f$ with $\beta>1$, the saturating interface is at every time at least as full as this repaired law predicts.

To show this, define the solute content between the interface and depth $x$, per feeding crystal:

$$Q(x,t)=\frac{\delta X_b(t)}m+\int_0^xc(x',t)\,dx'.$$

Its slope is $\partial Q/\partial x=c$. Its time derivative is $D\,\partial c/\partial x|_0$ from the interface plus $D\,\partial c/\partial x|_x-D\,\partial c/\partial x|_0$ from the lattice. The edge terms cancel, and $Q$ obeys the diffusion equation.

Let $W$ be $Q$ for the saturating interface minus $Q$ for the repaired law. Both cases start from the same $X_b(0)$ and $c_0$, so $W=0$ at $t=0$. It also vanishes at large depth, because each case conserves its solute. The function $f$ is concave with $f(0)=0$, so it lies above its chord: $f(c)\ge\beta_fc$ for $0\le c\le c_0$. The edge stays in this range during filling. If it were to rise above $c_0$, it would be the richest point of the lattice, and solute would flow out of the interface instead of in. Labelling the saturating case 1 and the repaired law 2, we have at $x=0$

$$W=\frac\delta m\,[f(c_1)-\beta_fc_2]\ge\frac{\beta_f\delta}m\,(c_1-c_2)=\frac{\beta_f\delta}m\,\frac{\partial W}{\partial x}.$$

A solution of the diffusion equation takes its lowest value at the start or on the edge of its domain. A negative minimum of $W$ would thus have to lie at $x=0$. There $W$ could not decrease into the crystal, so $\partial W/\partial x\ge0$, and the inequality would give $W\ge0$, a contradiction. Hence $W\ge0$ everywhere, and at $x=0$ this is the claim.

## 13. An hour at 1500 K in molybdenum

The example is a grain boundary in recrystallized molybdenum stock, of the kind from which sputtering targets for interconnect films are made. The solute is a generic dilute substitutional one that moves about as fast as molybdenum itself. The diffusion prefactor, 1 cm²/s, and the activation energy, 4.6 eV, are rough typical values. The segregation energy $E=0.5$ eV, the width $\delta=0.5$ nm and $c_0=0.1$ at.% are chosen. The boundary starts at the bulk composition, $X_b(0)=c_0$.

At 1500 K, $kT=0.1293$ eV. With 1 cm² $=10^{14}$ nm²,

$$D=10^{14}\,e^{-4.6/0.1293}\ \mathrm{nm^2/s}=0.035\ \mathrm{nm^2/s},\qquad\beta=e^{0.5/0.1293}=47.9 .$$

The boundary is therefore equivalent to $\beta\delta=23.9$ nm of lattice, shared between two crystals:

$$h=\frac2{23.93\ \mathrm{nm}}=0.0836\ \mathrm{nm^{-1}},\qquad\tau=\frac1{h^2D}=4.08\times10^3\ \mathrm s .$$

After $t=3600$ s the diffusion length $\sqrt{Dt}$ is 11.2 nm, so $\theta=0.0836\times11.23=0.939$. Equation (13) gives $F=0.555$, and

$$X_b=0.1+0.5551\times(4.785-0.1)=2.70\ \mathrm{at.\%}.$$

The equilibrium content in the constant-ratio model is 4.79 at.%. The lattice edge stands at $2.701/4.785=0.564$ of $c_0$. The profile recovers to 0.726 of $c_0$ at 10 nm and to 0.962 at 30 nm.

The boundary has gained $0.5\ \mathrm{nm}\times0.02601=0.0130$ nm, in units of fraction times width. Integrating the lattice deficit over both crystals gives the same 0.0130 nm, as equation (18) requires.

Half filling needs $\theta=0.769$, which is $0.769^2\,\tau=2.4\times10^3$ s, or 40 minutes. Filling to 90 % needs $1.26\times10^5$ s, or 35 hours. The late-time estimate $\tau/(\pi\epsilon^2)$ with $\epsilon=0.1$ gives $1.30\times10^5$ s, already close. A single face on an impermeable liner, with the same $\beta$, $\delta$ and $D$, would reach $F=0.368$ in the hour.

The closed form was tested against a direct numerical solution in which a slab of solute capacity $\beta\delta$ exchanges solute with one or two crystals divided into thin cells. The starting contents were $0$, $c_0$ and $2\beta c_0$, and the times were $0.1\tau$, 3600 s and $10\tau$, with $\tau$ as above. The largest difference in $F$ was $1.2\times10^{-5}$. This confirms the algebra and the factors of $m$. It does not test the physical assumptions, which both calculations share.

## 14. How large the neglected effects are

**Saturation.** With the isotherm (1) the final content is 4.57 at.% instead of 4.79 at.%. After the hour the filling is 0.574 instead of 0.555, but of a smaller total, so the content is 2.67 at.% instead of 2.70 at.%. In this dilute case the two changes nearly cancel. An alloy with 2 at.% solute, at the same temperature, time and segregation energy, would end with 49 at.% in the boundary. Its filling after the hour is 0.82, against 0.72 from the constant-ratio law with the true final ratio. The sign agrees with Section 12, and the constant ratio is no longer a good approximation. At such contents the assumption that $E$ does not depend on composition is doubtful as well.

**Finite grains.** Let parallel boundaries be separated by a thickness $S$ of lattice. Each boundary then shares its solute with a total thickness $S$. At the end the lattice has a uniform composition $c_f$, and conservation gives

$$Sc_0+\delta X_b(0)=(S+\beta\delta)c_f\quad\Longrightarrow\quad\frac{c_f}{c_0}=\frac{S+\delta X_b(0)/c_0}{S+\beta\delta}.$$

The final boundary content is lowered by the same factor. For stock with $S=30$ µm the factor is 0.9992, and the half-space is an excellent model of the final state. For a film with $S=50$ nm it is $50.5/73.9=0.68$. Yet in the same hour at 1500 K the film boundary, if it stayed at rest, would reach 2.698 at.%, almost the half-space value of 2.701 at.%. A real film may coarsen at this temperature, and the model does not describe that. The absence of a deep reserve is felt at the boundary only after diffusion to the midplane and back, a path of 50 nm. The corresponding Gaussian factor, $\exp[-50^2/(4\times11.23^2)]$, is about 0.007. It marks the onset of the effect, not its size: the actual shortfall in $F$ is about 0.1 %. The half-space law can thus be good for the first hour and wrong for the end state.

**Activation energy.** With the prefactor, $\beta$ and temperature held fixed, 4.4 eV gives $F=0.75$ and 4.8 eV gives $F=0.35$. A shift of 0.2 eV changes $D$ by the factor $e^{0.2/0.1293}\approx4.7$.

**Segregation energy.** The filling depends on $\theta\propto\sqrt D/\beta$, so an error in $E$ counts twice as much as the same error in the activation energy. With the other inputs fixed, $E=0.4$ eV gives $F=0.75$ and $E=0.6$ eV gives $F=0.35$. The equilibrium content changes as well, and the boundary holds 1.68 at.% and 3.68 at.% after the hour.

**Cooling.** Cooling at 10 K per minute adds as much lattice transport as 240 s at 1500 K, about 7 % of the hour. At fixed $\beta$ this raises $F$ by about 0.01, which is 0.04 at.% in the boundary. The larger effect is that $\beta$ itself rises as the metal cools. This lowers the solute fraction at the lattice edge and steepens the gradient. With $\beta=e^{E/kT}$ following the temperature, the boundary gains about 0.16 at.% during cooling and ends near 2.86 at.%.

**Boundary motion.** A moving boundary meets fresh lattice and collects solute from it. In the constant-ratio model with steady motion, an advance of 10 nm during the hour raises $F$ from 0.555 to 0.58, and an advance of 30 nm raises it to 0.72. The boundary must therefore move no more than about the diffusion length of 11 nm, which is a tiny fraction of a 30 µm grain. Grain growth must have practically stopped before the law can be used.

**Mixing across the boundary.** Even if solute crossed the boundary no faster than it moves in the lattice, the mixing time would be about $\delta^2/D=0.25/0.035\approx7$ s. This is short compared with the hour, but the law should not be trusted for the first few seconds, when $\sqrt{Dt}$ is no larger than a few atomic spacings. The estimate also leaves out the exchange step between the boundary and the adjacent lattice. If that step were no faster than lattice diffusion over a length $\delta$, $F$ would lie below the law by about 25 % at 30 s, 7 % at 5 minutes and 1 % after the hour.

**Dislocations.** Solute can also travel along dislocation cores. A rough measure is the core area per unit area of crystal multiplied by the ratio of core to lattice diffusivity. The estimate takes a core radius of 0.5 nm, the lattice prefactor, and a core activation energy of 0.6 times the lattice value. The measure is then 0.012 for $10^{10}$ dislocations per m², a rough density for recrystallized metal, and about 120 for $10^{14}$ per m², a rough density for heavily rolled metal. These numbers are not corrections to $F$. The dislocations are $10^4$ nm and 100 nm apart, much farther than the diffusion length of 11 nm, so cores and lattice do not act as one averaged medium. A core drains faster than the lattice, so the gradient along it is weaker, and the measure overstates what the cores deliver. A small value therefore makes feeding by the lattice alone a reasonable assumption for recrystallized stock, while the large value is a warning that it may fail for rolled stock. Both values depend strongly on the assumed factor of 0.6. With 0.5 they would be about 35 times larger. The first would then be about 0.4, but since the measure overstates the delivery, this alone does not show that the cores matter. The measure also leaves out segregation of the solute to the cores, which raises what they carry.

## 15. The model beside real interconnect metal

The temperature and time are plausible for a furnace anneal of molybdenum stock, and the transport constants have the right general size. Three points separate the example from a particular product. First, 0.1 at.% describes a dilute alloy. Metallic impurities in refined target metal lie far lower, roughly at parts per million. In the dilute model this leaves $F$ unchanged and scales $X_b$ in proportion. Second, the activation energy of a given solute may differ from that of molybdenum, and a difference of 0.2 eV moves $F$ between 0.35 and 0.75. A difference of only 0.1 eV in the segregation energy moves $F$ over the same range, so both energies must be known for the solute in question. Third, a finished line never sees 1500 K. At 673 K, a rough temperature for the later stages of chip processing and well above that of normal operation, the same constants give a lattice diffusion length of $10^{-6}$ nm in ten years. Equation (14) then predicts no measurable change. A short-circuit path with 0.6 times the activation energy and the same prefactor gives about 8 nm in the same time. This is comparable with the dimensions of a narrow line, but it depends strongly on the assumed factor: 0.5 gives about 430 nm and 0.7 about 0.16 nm. In such a line, redistribution of a substitutional solute would have to run along boundaries, interfaces and dislocations, which the half-space model leaves out.

For planning an anneal, equation (14) therefore applies under stated conditions: a dilute interface, grains much thicker than both $\beta\delta$ and $\sqrt{Dt}$, few dislocations, boundaries that move much less than $\sqrt{Dt}$ during the anneal, and a temperature at which solute moves through the lattice. The numerical output below lists the main values of the example and of several of these estimates. Its lines that speak of "use" refer to the 673 K considered above, which is higher than the temperature of normal operation.

## Numbers as computed

```
anneal temperature: 1500 K
diffusion prefactor (rough): 1 cm2/s
activation energy (rough): 4.6 eV
segregation energy (chosen): 0.5 eV
boundary width: 0.5 nm
bulk and initial boundary solute: 0.1 at.%
anneal time: 3600 s
thermal energy kT: 0.1293 eV
lattice diffusivity: 0.03505 nm2/s
enrichment ratio beta: 47.85
beta*delta: 23.93 nm
h: 0.08359 1/nm
time scale 1/(h^2 D): 4084 s
diffusion length sqrt(Dt): 11.23 nm
h sqrt(Dt): 0.9389
filling F after anneal: 0.5551
boundary solute after anneal: 2.701 at.%
final boundary solute: 4.785 at.%
c/c0 at x = 0 nm after anneal: 0.5644
c/c0 at x = 10 nm after anneal: 0.7256
c/c0 at x = 30 nm after anneal: 0.9623
boundary gain: 0.01301 nm (fraction x width)
lattice loss by quadrature: 0.01301 nm (fraction x width)
h sqrt(Dt) at half filling: 0.7691
time to half filling: 2415 s
time to 90 % filling: 1.26e+05 s
ratio of these times: 52.16
F after anneal if fed from one side: 0.3683
largest F error, explicit model: 1.2e-05
largest c/c0 error, explicit model: 1.5e-05
early law / model at 0.001 time scales: 1.029
late law / model at 100 time scales: 1.005
saturation: boundary after anneal: 2.667 at.%
saturation: final boundary: 4.571 at.%
saturation: F after anneal: 0.5742
richer alloy, bulk solute: 2 at.%
richer alloy, final boundary: 49.41 at.%
richer alloy, F with saturation: 0.8177
richer alloy, F constant final ratio: 0.7238
stock grain spacing: 3e+04 nm
stock final level / half-space: 0.99922
film grain spacing: 50 nm
film final level / half-space: 0.6831
film boundary after anneal: 2.698 at.%
F if activation energy is 4.4 eV: 0.7483
F if activation energy is 4.8 eV: 0.3484
extra time from cooling at 10 K/min: 239.8 s
short-circuit activation ratio (rough): 0.6
pipe/lattice transport, 1e10 per m2: 0.012
pipe/lattice transport, 1e14 per m2: 1.2e+02
temperature of use: 673 K
lattice diffusivity in use: 3.6e-21 nm2/s
lattice length in 10 years of use: 1.1e-06 nm
short-circuit length in 10 years: 8.2 nm
```
